# Forces with a position-dependent overlap operator in ultrasoft and PAW calculations: test program

```python
# Result under test: for H c = e S c, c^dagger S c = 1, in a fixed basis,
#   de/dR = c^dagger (dH/dR) c - e c^dagger (dS/dR) c,
# and for a self-consistent energy E(C,R) with equal occupations f,
#   F = -(dE/dR at fixed C) + f sum_i e_i c_i^dagger (dS/dR) c_i.
# H: Hamiltonian, S: overlap operator, R: ion position, C: occupied orbitals.
# Model: 1D periodic cell, two ions, S = 1 + sum_I q_I |beta_I><beta_I|.
# Energies in eV, lengths in nm.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

cell = 0.8
ions = np.array([0.30, 0.42])
depth = np.array([60.0, 45.0])
well_width, beta_width, aug_width = 0.05, 0.03, 0.03
bare_D = np.array([10.0, 6.0])
q = np.array([0.5, 0.3])
coupling = 0.3
occ, n_occ = 2.0, 2
max_wave, n_grid = 24, 120

dx = cell / n_grid
x = np.arange(n_grid) * dx
G = 2 * np.pi * np.arange(-max_wave, max_wave + 1) / cell
kinetic = const.hbar**2 * (G * 1e9)**2 / (2 * const.m_e) / const.e
waves = np.exp(1j * np.outer(x, G)) / np.sqrt(cell)
identity = np.eye(len(G))


def slope_fd(func, h=1e-4):
    """Five-point central derivative at zero displacement."""
    return (8 * (func(h) - func(-h)) - (func(2*h) - func(-2*h))) / (12 * h)


def gaussian(center, width):
    """Periodic Gaussian of unit height and its derivative by the center."""
    d = x[:, None] - center - cell * np.arange(-2, 3)
    g = np.exp(-d**2 / (2 * width**2))
    return g.sum(1), (g * d / width**2).sum(1)


def ion_fields(R):
    """Wells V, projectors B, augmentation charges Q, and derivatives."""
    V, dV, B, dB, Q, dQ = [], [], [], [], [], []
    for I in range(2):
        g, dg = gaussian(R[I], well_width)
        V.append(-depth[I] * g)
        dV.append(-depth[I] * dg)
        g, dg = gaussian(R[I], beta_width)
        norm = (np.pi * beta_width**2)**-0.25
        B.append(waves.conj().T @ g * norm * dx)
        dB.append(waves.conj().T @ dg * norm * dx)
        g, dg = gaussian(R[I], aug_width)
        area = np.sqrt(2 * np.pi) * aug_width
        Q.append(q[I] * g / area)
        dQ.append(q[I] * dg / area)
    return (np.array(V), np.array(dV), np.array(B).T, np.array(dB).T,
            np.array(Q), np.array(dQ))


def local_matrix(v):
    return waves.conj().T @ (v[:, None] * waves) * dx


def matrices(R, mean_field=0.0, shift=0.0):
    V, _, B, _, Q, _ = ion_fields(R)
    v = V.sum(0) + mean_field + shift
    D = bare_D + dx * Q @ v
    H = np.diag(kinetic) + local_matrix(v) + (B * D) @ B.conj().T
    S = identity + (B * q) @ B.conj().T
    return H, S


def matrix_derivatives(R, J, mean_field=0.0, shift=0.0):
    """dH/dR_J and dS/dR_J with the mean field held fixed."""
    V, dV, B, dB, Q, dQ = ion_fields(R)
    v = V.sum(0) + mean_field + shift
    dD = dx * Q @ dV[J]
    dD[J] += dx * dQ[J] @ v
    D_J = bare_D[J] + dx * Q[J] @ v
    moving = np.outer(dB[:, J], B[:, J].conj())
    moving = moving + moving.conj().T
    dH = local_matrix(dV[J]) + (B * dD) @ B.conj().T + D_J * moving
    return dH, q[J] * moving


def density(C, R):
    _, _, B, _, Q, _ = ion_fields(R)
    rho = occ * (abs(B.conj().T @ C)**2).sum(1)
    return occ * (abs(waves @ C)**2).sum(1) + rho @ Q, rho


def total_energy(C, R):
    n, rho = density(C, R)
    V = ion_fields(R)[0].sum(0)
    return (occ * (kinetic @ abs(C)**2).sum() + rho @ bare_D
            + dx * V @ n + 0.5 * coupling * dx * n @ n)


def self_consistent(R):
    n = np.zeros(n_grid)
    for _ in range(300):
        H, S = matrices(R, coupling * n)
        e, C = eigh(H, S)
        new = density(C[:, :n_occ], R)[0]
        change = abs(new - n).max()
        if change < 1e-10:
            return e, C[:, :n_occ], new
        n = 0.5 * (n + new)
    raise AssertionError("density did not converge")


def moved(J, t):
    R = ions.copy()
    R[J] += t
    return R


def expect(c, A):
    return np.vdot(c, A @ c).real


# ---- two-by-two problem with linear R dependence
a, h0, s0, dh, ds = -10.0, -4.0, 0.25, 20.0, -1.5


def small(t):
    off_h, off_s = h0 + dh * t, s0 + ds * t
    return eigh([[a, off_h], [off_h, a]], [[1, off_s], [off_s, 1]])


e2, c2 = small(0.0)
flip = np.array([[0.0, 1.0], [1.0, 0.0]])
h_part2 = expect(c2[:, 0], dh * flip)
s_part2 = -e2[0] * expect(c2[:, 0], ds * flip)
fd2 = slope_fd(lambda t: small(t)[0][0])
assert abs(h_part2 + s_part2 - fd2) < 1e-7
assert abs(e2[0] - (a + h0) / (1 + s0)) < 1e-12
print("TWO-BY-TWO MODEL")
print(f"a = {a} eV, h = {h0} eV, s = {s0}")
print(f"dh/dR = {dh} eV/nm, ds/dR = {ds} 1/nm")
print(f"lowest eigenvalue = {e2[0]:.4f} eV")
print(f"c'H'c part = {h_part2:.4f} eV/nm, -e c'S'c part = {s_part2:.4f} eV/nm")
print(f"slope: theorem {h_part2+s_part2:.6f}, differences {fd2:.6f} eV/nm")

# ---- degenerate pair: slopes are eigenvalues of the projected matrix
rng = np.random.default_rng(3)
X, Y, Z = rng.normal(size=(3, 4, 4))
S_0, H_1, S_1 = np.eye(4) + 0.1 * X @ X.T, Y + Y.T, 0.3 * (Z + Z.T)
low = np.linalg.cholesky(S_0)
H_0 = low @ np.diag([1.0, 1.0, 2.0, 3.0]) @ low.T
U = np.linalg.inv(low).T[:, :2]
projected = U.T @ (H_1 - 1.0 * S_1) @ U
slopes = np.linalg.eigvalsh(projected)
step = 1e-5
plus = eigh(H_0 + step * H_1, S_0 + step * S_1)[0][:2]
minus = eigh(H_0 - step * H_1, S_0 - step * S_1)[0][:2]
fd_pair = (plus - minus[::-1]) / (2 * step)
assert np.allclose(slopes, fd_pair, atol=1e-6)
assert abs(np.sort(np.diag(projected)) - slopes).max() > 1e-3
print("DEGENERATE PAIR (dimensionless random matrices)")
print("projected-matrix slopes:", np.round(slopes, 6))
print("finite-difference slopes:", np.round(fd_pair, 6))
print("diagonal elements only:", np.round(np.diag(projected), 6))

# ---- plane-wave model without interaction
H, S = matrices(ions)
e, C = eigh(H, S)
print("PLANE-WAVE MODEL: INPUT")
print(f"cell {cell} nm, ions at {ions} nm, {len(G)} plane waves")
print(f"well depths {depth} eV, well width {well_width} nm")
print(f"projector width {beta_width} nm, augmentation width {aug_width} nm")
print(f"bare D {bare_D} eV, q {q}")
print(f"smallest, largest eigenvalue of S = {np.linalg.eigvalsh(S)[0]:.4f},"
      f" {np.linalg.eigvalsh(S)[-1]:.4f}")
print("NO INTERACTION, ion 2 displaced")
dH, dS = matrix_derivatives(ions, 1)
fd_levels = slope_fd(lambda t: eigh(*matrices(moved(1, t)))[0][:4])
worst = 0.0
for k in range(4):
    h_part, s_exp = expect(C[:, k], dH), expect(C[:, k], dS)
    slope = h_part - e[k] * s_exp
    worst = max(worst, abs(slope - fd_levels[k]))
    if k < 2:
        print(f"level {k+1}: e = {e[k]:.5f} eV, c'S'c = {s_exp:.5f} 1/nm")
        print(f"  c'H'c = {h_part:.5f}, -e c'S'c = {-e[k]*s_exp:.5f} eV/nm")
        print(f"  slope: theorem {slope:.5f}, differences"
              f" {fd_levels[k]:.5f} eV/nm")
assert worst < 1e-5
print(f"largest deviation, four levels = {worst:.1e} eV/nm")


def norm_in_old_metric(t):
    c = eigh(*matrices(moved(1, t)))[1][:, 0]
    return expect(c, S)


response = slope_fd(norm_in_old_metric)
assert abs(response + expect(C[:, 0], dS)) < 1e-6
print(f"level 1 norm response 2Re(c'^+ S c) = {response:.5f} 1/nm")

# ---- constant potential: H becomes H + shift * S
shift = 10.0
H_up, _ = matrices(ions, shift=shift)
assert np.allclose(H_up, H + shift * S, atol=1e-9)
e_up, C_up = eigh(H_up, S)
dH_up, _ = matrix_derivatives(ions, 1, shift=shift)
naive_up = expect(C_up[:, 0], dH_up)
full_up = naive_up - e_up[0] * expect(C_up[:, 0], dS)
assert abs(full_up - fd_levels[0]) < 1e-5
assert abs(naive_up - expect(C[:, 0], dH)) > 1e-2
print(f"constant potential {shift} eV, level 1: c'H'c = {naive_up:.5f},"
      f" full slope = {full_up:.5f} eV/nm")

# ---- interacting electrons
e, C, n = self_consistent(ions)
H, S = matrices(ions, coupling * n)
assert e[n_occ] - e[n_occ - 1] > 0.5
assert abs(dx * n.sum() - occ * n_occ) < 1e-8
direction = rng.normal(size=C.shape) + 1j * rng.normal(size=C.shape)
direction /= np.linalg.norm(direction)
grad_fd = slope_fd(lambda t: total_energy(C + t * direction, ions), 1e-3)
grad = 2 * occ * np.vdot(direction, H @ C).real
assert abs(grad - grad_fd) < 1e-5
smooth = occ * (abs(waves @ C)**2).sum() * dx
print("SELF-CONSISTENT MODEL")
print(f"coupling g = {coupling} eV nm, electrons = {dx*n.sum():.6f}")
print(f"charge in smooth part = {smooth:.5f}, augmentation ="
      f" {dx*n.sum()-smooth:.5f}")
print(f"levels 1, 2, 3 = {e[0]:.5f}, {e[1]:.5f}, {e[2]:.5f} eV")
print(f"total energy = {total_energy(C, ions):.6f} eV,"
      f" sum of occupied levels = {occ*e[:n_occ].sum():.6f} eV")


def converged_energy(R):
    return total_energy(self_consistent(R)[1], R)


to_nN = const.e / 1e-9 * 1e9
fixed_parts, forces = [], []
for J in range(2):
    dH, dS = matrix_derivatives(ions, J, coupling * n)
    fixed = -occ * sum(expect(C[:, i], dH) for i in range(n_occ))
    explicit_fd = -slope_fd(lambda t: total_energy(C, moved(J, t)))
    assert abs(fixed - explicit_fd) < 1e-5
    overlap = occ * sum(e[i] * expect(C[:, i], dS) for i in range(n_occ))
    force = fixed + overlap
    fd = -slope_fd(lambda t: converged_energy(moved(J, t)))
    assert abs(force - fd) < 1e-5
    assert abs(fixed - fd) > 1e-1
    fixed_parts.append(fixed)
    forces.append(force)
    print(f"ion {J+1}: fixed-orbital part {fixed:.5f}, overlap part"
          f" {overlap:.5f} eV/nm")
    print(f"  force: formula {force:.5f}, differences {fd:.5f} eV/nm"
          f" = {force*to_nN:.5f} nN")
assert abs(sum(forces)) < 1e-5
assert abs(sum(fixed_parts)) > 1e-1
print(f"net force, complete formula: magnitude {abs(sum(forces)):.1e} eV/nm")
print(f"net force without overlap part = {sum(fixed_parts):.5f} eV/nm")
print("tests ok")
```

It prints:

```
TWO-BY-TWO MODEL
a = -10.0 eV, h = -4.0 eV, s = 0.25
dh/dR = 20.0 eV/nm, ds/dR = -1.5 1/nm
lowest eigenvalue = -11.2000 eV
c'H'c part = 16.0000 eV/nm, -e c'S'c part = -13.4400 eV/nm
slope: theorem 2.560000, differences 2.560000 eV/nm
DEGENERATE PAIR (dimensionless random matrices)
projected-matrix slopes: [0.157266 1.811221]
finite-difference slopes: [0.157266 1.811221]
diagonal elements only: [0.204949 1.763538]
PLANE-WAVE MODEL: INPUT
cell 0.8 nm, ions at [0.3  0.42] nm, 49 plane waves
well depths [60. 45.] eV, well width 0.05 nm
projector width 0.03 nm, augmentation width 0.03 nm
bare D [10.  6.] eV, q [0.5 0.3]
smallest, largest eigenvalue of S = 1.0000, 1.5003
NO INTERACTION, ion 2 displaced
level 1: e = -45.50921 eV, c'S'c = -1.14187 1/nm
  c'H'c = 268.85831, -e c'S'c = -51.96570 eV/nm
  slope: theorem 216.89261, differences 216.89261 eV/nm
level 2: e = -31.76501 eV, c'S'c = -0.48719 1/nm
  c'H'c = 95.19626, -e c'S'c = -15.47545 eV/nm
  slope: theorem 79.72081, differences 79.72081 eV/nm
largest deviation, four levels = 1.4e-09 eV/nm
level 1 norm response 2Re(c'^+ S c) = 1.14187 1/nm
constant potential 10.0 eV, level 1: c'H'c = 257.43959, full slope = 216.89261 eV/nm
SELF-CONSISTENT MODEL
coupling g = 0.3 eV nm, electrons = 4.000000
charge in smooth part = 3.03716, augmentation = 0.96284
levels 1, 2, 3 = -40.09306, -27.07690, -10.95435 eV
total energy = -144.360940 eV, sum of occupied levels = -134.339922 eV
ion 1: fixed-orbital part 643.25862, overlap part -93.10372 eV/nm
  force: formula 550.15490, differences 550.15490 eV/nm = 88.14453 nN
ion 2: fixed-orbital part -656.15196, overlap part 105.99706 eV/nm
  force: formula -550.15490, differences -550.15490 eV/nm = -88.14453 nN
net force, complete formula: magnitude 2.4e-11 eV/nm
net force without overlap part = -12.89334 eV/nm
tests ok
```
